# Starting a k point from its neighbour's bands in one dimension, part 2

For a one-dimensional crystal, $H = p^2/2m + V(x)$ with period $a$, the periodic parts $u_1,\dots,u_M$ at $k_0$ (energies $E_l$) start an eigensolver at $k = k_0+q$. Units are eV and Å, $b = \hbar^2/2m$, and $\langle u|w\rangle = \frac1a\int_0^au^*w\,dx$. All $k$ share $N$ plane waves $G$. The test potential, with Fourier coefficients $V_G$, is $V(x) = -U\sum_s e^{-\kappa|x-sa|}$, $a = 4$ Å, $U = 10$ eV, $\kappa = 1$ Å$^{-1}$.

With $H_0 = H(k_0)$, $W = (\hbar/m)(p+\hbar k_0)$, $W_{lj} = \langle u_l|W|u_j\rangle$,

$$H(k_0+q) = H(k_0) + qW + bq^2 .$$

Its $M\times M$ matrix $h$ gives Ritz values $\theta_n\ge E_n(k)$, never raised by adding bands, and normalized Ritz vectors $y_n$. $Q$ projects on discarded bands $l>M$. For small $q$ and nondegenerate band $n$,

$$\theta_n - E_n(k_0+q) = Cq^2 + Dq^3 + O(q^4),$$

$$C = \sum_{l>M}\frac{|W_{ln}|^2}{E_l-E_n},\qquad D = \varepsilon_3(\text{kept}) - \varepsilon_3(\text{all}),$$

with $\varepsilon_3$ the third-order energy coefficient; $D=0$ at $k_0=0$. The f-sum rule, cut at $M$ for $m/m^*_M$, gives $C$:

$$\frac{m}{m^*} = 1 + \frac1b\sum_{l\ne n}\frac{|W_{ln}|^2}{E_n-E_l},$$

$$C = b\Big(\frac{m}{m^*_M} - \frac{m}{m^*}\Big).$$

The residual $r = (H(k)-\theta_n)y_n$, the angle $\varphi$ between $y_n$ and $u_n(k)$, and overlaps with kept bands $j\ne n$ obey

$$r = q\,QWy_n ,$$

$$\sin^2\varphi = q^2\sum_{l>M}\frac{|W_{ln}|^2}{(E_l-E_n)^2} + O(q^3),$$

$$\langle u_j(k)|y_n\rangle = -q^2\sum_{l>M}\frac{W_{jl}W_{ln}}{(E_l-E_j)(E_j-E_n)} + O(q^3).$$

The force relation and bound are

$$W_{ln} = \frac{2ib\,V'_{ln}}{E_l-E_n},$$

$$C = 4b^2\sum_{l>M}\frac{|V'_{ln}|^2}{(E_l-E_n)^3}\ \le\ \frac{4b^2\,\|V'u_n\|^2}{(E_{M+1}-E_n)^3}.$$

At $k_0 = \pi/2a$ and large $M$, the tail laws, with $f = 2U\kappa|u_n(0)|/a$, are

$$C\approx\frac{4f^2a}{7\pi b\,K^7},\qquad \frac{\|r\|^2}{q^2}\approx\frac{4f^2a}{5\pi K^5},\qquad \frac{\sin^2\varphi}{q^2}\approx\frac{4f^2a}{9\pi b^2K^9},\qquad K = \frac{\pi M}{a}.$$

The midpoint correction to $C$ is relative.

The band-1 solver, run to residual tolerance $\tau$, is

$$x\leftarrow x - B^{-1}(H-\rho)x,\qquad \rho = R(x),\qquad B = b(k+G)^2+s,$$

with $R$ the Rayleigh quotient. Modes satisfy $(H-E)v_j = \mu_jBv_j$, $E = E_1(k)$, $\mu_0=0$. In the linear model each error mode shrinks by $1-\mu_j$ per step; the slowest, $v_1$, sets $\gamma = \max_{j\ge1}|1-\mu_j|$. Its starting amplitude depends, to first order, only on $Qv_1$. Dividing the step by $\lambda$ saves $\ln\lambda/\ln(1/\gamma)$ iterations once $v_1$ dominates.

### Numbers for your model

I use $N=161$ plane waves, $k_0 = \pi/2a = 0.392699$ Å$^{-1}$ and $q = 2\pi/32a = 0.049087$ Å$^{-1}$, the spacing of a 32-point mesh. Then $q^2 = 2.4096\times10^{-3}$ Å$^{-2}$ and $q^3 = 1.1828\times10^{-4}$ Å$^{-3}$. The leading Fourier coefficients are $V_0 = -5.0000$ eV and $V_{2\pi/a} = -1.4420$ eV. The digits below serve to compare formulas with the computation and describe the model only. The program and its full output follow this answer.

At $k_0$ the first five energies are $-5.01393$, $0.62239$, $9.78216$, $23.83475$ and $42.61771$ eV, and $|W_{l1}|$ for $l=2,\dots,5$ is $3.22160$, $1.36630$, $0.54287$ and $0.29738$ eV Å. The expansion parameter for the nearest band is $0.049087\times3.22160/5.63632 = 0.02806$. The terms of $C$ for band 1 are:

- $l=2$: $3.22160^2/5.63632 = 1.8414$ eV Å$^2$
- $l=3$: $1.36630^2/14.79609 = 0.12617$ eV Å$^2$
- $l=4$: $0.54287^2/28.84868 = 0.01022$ eV Å$^2$
- $l=5$: $0.29738^2/47.63164 = 0.00186$ eV Å$^2$

The full sums are $C = 1.9801$, $0.13875$ and $2.3725\times10^{-3}$ eV Å$^2$ for $M=1,2,4$. Their differences are $1.9801-0.13875 = 1.8414$, the $l=2$ term, and $0.13875-0.00237 = 0.13638$, the $l=3$ and $l=4$ terms together. The f-sum rule gives $m/m^* = 1-1.9801/3.809982 = 0.4803$, against $0.48024$ from finite differences of the exact band. The two-band Ritz curve has $m/m^*_2 = 0.51666$, and $3.809982\times(0.51666-0.48024) = 0.13876$ eV Å$^2$ matches $C$ for $M=2$.

For band 1 at the step $q$, the eigenvalue error in eV is:

| $M$ | measured | $Cq^2$ | $Cq^2+Dq^3$ |
|---|---|---|---|
| 1 | $5.197\times10^{-3}$ | $4.771\times10^{-3}$ | $5.163\times10^{-3}$ |
| 2 | $3.305\times10^{-4}$ | $3.343\times10^{-4}$ | $3.297\times10^{-4}$ |
| 4 | $5.713\times10^{-6}$ | $5.717\times10^{-6}$ | $5.697\times10^{-6}$ |
| 8 | $5.590\times10^{-8}$ | $5.495\times10^{-8}$ | $5.577\times10^{-8}$ |
| 16 | $4.581\times10^{-10}$ | $4.470\times10^{-10}$ | $4.570\times10^{-10}$ |

For $M=1$, $Cq^2 = 1.9801\times2.4096\times10^{-3} = 4.771\times10^{-3}$ eV and $Dq^3 = 3.3075\times1.1828\times10^{-4} = 3.91\times10^{-4}$ eV. The quadratic term alone is 8% below the measured error, and with the cubic term the shortfall is 0.7% of the measured error.

The row $M=4$ looks odd, because adding the cubic term makes the agreement worse. There $D/C = -1.6589\times10^{-4}/2.3725\times10^{-3} = -0.070$ Å is small, so the cubic correction is only $-0.34\%$ of $Cq^2$, while the measured error lies $0.07\%$ below $Cq^2$. The remainder is $+0.27\%$. At twice the step, $0.09817$ Å$^{-1}$, the measured $2.2957\times10^{-5}$ eV lies $0.40\%$ above $Cq^2 = 2.2866\times10^{-5}$ eV, the cubic correction is $-0.69\%$, and the remainder is about $+1.1\%$. The relative remainder grew fourfold for a doubled step, as a $q^4$ term does. The close match of $Cq^2$ alone at this $q$ is a near cancellation of the cubic and quartic terms.

The step dependence at $M=4$, errors in eV:

| step (Å$^{-1}$) | band 1 | $Cq^2$ | band 2 | $Cq^2$ |
|---|---|---|---|---|
| 0.01227 | 3.570e-7 | 3.573e-7 | 8.94e-8 | 9.22e-8 |
| 0.02454 | 1.428e-6 | 1.429e-6 | 3.46e-7 | 3.69e-7 |
| 0.04909 | 5.713e-6 | 5.717e-6 | 1.292e-6 | 1.475e-6 |
| 0.09817 | 2.296e-5 | 2.287e-5 | 4.41e-6 | 5.90e-6 |
| 0.19635 | 9.403e-5 | 9.147e-5 | 1.127e-5 | 2.360e-5 |

For these positive steps band 1 follows $Cq^2$ within 3% of $Cq^2$ up to an eighth of the zone, helped by the partial cancellation of the cubic and quartic terms; for a negative step of that size the two terms add and the deviation is about 6%. Band 2 does not. Its error falls short of $Cq^2$ by 3%, 6%, 12%, 25% and 52% of $Cq^2$, nearly in proportion to the step, which is the signature of a negative cubic term with $D/C$ near $-2.5$ Å. Its error is also smaller than that of band 1, although band 2 is closer to the discarded bands. Both features come largely from the factor $|u_n(0)|^2$ in the coupling to high bands. For attractive sites the upper state at the zone boundary $\pi/a$ has a node at the site, so the amplitude of band 2 at the cusp is small and shrinks as $k$ moves toward $\pi/a$. The eigenvectors at $k_0$ give $|u_2(0)|^2 = 0.563$ against $|u_1(0)|^2 = 1.944$, and $d\ln|u_2(0)|^2/dk = -2.18$ Å, close to the $D/C$ above (the program does not print these values). The account is not quantitative at $M=4$, where the tail law is not yet accurate: the amplitudes and the factor $1/(E_5-E_n)^3$ together give a ratio of 0.42 between the coefficients $C$ of bands 2 and 1, and the actual ratio is 0.26. The practical point is that the range of the $q^2$ law depends on the band, and that it cannot be read from band 1.

The residual, the angle and the iteration count for band 1 at the step $q$, with $s=3$ eV and $\tau = 10^{-10}$ eV:

| $M$ | $\lVert r\rVert$ (eV) | $\sin\varphi$ | iterations |
|---|---|---|---|
| 1 | $1.748\times10^{-1}$ | $3.11\times10^{-2}$ | 18 |
| 2 | $7.536\times10^{-2}$ | $4.51\times10^{-3}$ | 16 |
| 4 | $1.810\times10^{-2}$ | $3.27\times10^{-4}$ | 13 |
| 8 | $3.469\times10^{-3}$ | $1.68\times10^{-5}$ | 9 |
| 16 | $6.228\times10^{-4}$ | $7.67\times10^{-7}$ | 5 |

From $M=1$ to $M=16$ the eigenvalue error drops by $5.197\times10^{-3}/4.581\times10^{-10}\approx1.1\times10^7$ and the residual by $0.1748/6.228\times10^{-4}\approx281$. From $M=8$ to $16$, $C$ drops by $2.2806\times10^{-5}/1.8551\times10^{-7} = 123$ against $2^7 = 128$, the residual by $5.57$ against $2^{5/2} = 5.66$, and the angle by $21.9$ against $2^{9/2} = 22.6$. At $M=4$ the overlap of $y_1$ with the exact band 2 has magnitude $2.0865\times10^{-4}$ Å$^2$ times $q^2$ as measured at small steps, against $2.0863\times10^{-4}$ Å$^2$ from the formula. At the present $q$ this leading term is $5.0\times10^{-7}$, to be compared with the total $\sin\varphi = 3.27\times10^{-4}$.

For the tail laws, $|u_1(0)| = 1.39437$ gives $f = 2\times10\times1\times1.39437/4 = 6.9718$ eV Å$^{-2}$. At $M=40$, $K = 10\pi = 31.416$ Å$^{-1}$, $K^7 = 3.0203\times10^{10}$ Å$^{-7}$, $4f^2a = 777.70$ and $7\pi b = 83.786$ in the same units, so

$$C\approx\frac{777.70}{83.786\times3.0203\times10^{10}} = 3.073\times10^{-10}\ \text{eV Å}^2 .$$

The value measured from Ritz vectors at steps $\pm0.01$ Å$^{-1}$, averaged to cancel the cubic term, is $3.068\times10^{-10}$ eV Å$^2$, which is $0.16\%$ below the law. At $M=20$ it is $3.907\times10^{-8}$ against $3.934\times10^{-8}$ eV Å$^2$, or $0.68\%$ below. The midpoint correction $-7/(3M^2)$ is $-0.15\%$ and $-0.58\%$, which covers most of both gaps; the other corrections were not computed. The residual per step at $M=40$ is $1.2707\times10^{-3}$ eV Å against the law's $1.2720\times10^{-3}$ eV Å. The measured exponents between $M=20$ and $40$ are $-6.992$ for $C$ and $-2.498$ for the residual. The bound, with $\|V'u_1\|^2 = 35.41$ eV$^2$ Å$^{-2}$, is loose: at $M=16$ it allows $7.85\times10^{-6}$ eV Å$^2$ where the value is $1.86\times10^{-7}$ eV Å$^2$.

For the solver, $E = -4.9030$ eV, so $E+s = -1.90$ eV, and $\max V = -U/\sinh(\kappa a/2) = -10/\sinh2 = -2.76$ eV lies below it. All $\mu_j$ are then at most 1, and the largest prints as $1.0000$. The smallest nonzero one is $0.6983$, so $\gamma = 0.3017$, and the last ratio of residuals in the $M=1$ run is $0.3017$. The linearized mode sum, evaluated with the amplitudes of each start, predicts 18, 16, 13, 9 and 5 iterations, the same as the actual counts.

To resolve the effect of the step, the count is made fractional by interpolating $\ln\|r_t\|$ linearly between the last two iterates. With the target fixed and $M=1$, a start from a point $0.02$ Å$^{-1}$ away needs $17.15$ iterations and one from $0.0025$ Å$^{-1}$ away needs $15.43$. The saving is $1.72$, against $\ln8/\ln(1/0.3017) = 2.079/1.198 = 1.74$.

The effect of $M$ is larger. If all of the starting residual decayed at the rate $\gamma$, the factor 281 would save $\ln281/1.198 = 4.7$ iterations. The actual saving is $18-5 = 13$. In the linear model, which reproduces the counts, no mode decays more slowly than $\gamma$ per step, so the $M=16$ residual must lie almost wholly in faster modes: five steps at rate $\gamma$ give a factor $0.3017^5 = 2.5\times10^{-3}$, while the residual fell from $6.2\times10^{-4}$ eV to below $10^{-10}$ eV. This relies on the slowest mode of the iteration lying mostly in the kept bands, so that $\|Qv_1\|$ is small. If $B$ grows faster than linearly in the kinetic energy $T$, so that $1-T/B$ for the highest plane waves in the basis exceeds the decay factor of the low modes under the same $B$, these plane waves become the slow modes. The extra saving is then lost, and the saving can fall below what the drop in the starting residual suggests. Multiplying $T$ in $B$ by a constant factor such as 2 does not do this here, because it slows the low modes even more. The count is for one band only. It ignores the cost of having converged 16 bands at $k_0$.

Five random starts, with Gaussian coefficients divided by the diagonal of $B$, took 18, 20, 22, 22 and 22 iterations. Reusing the old vector without rotation ($M=1$) beats the median of these five by four iterations and only ties the best of them. Five starts are a small sample. Over 200 such starts the median is 21 and the counts run from 16 to 25 (the program does not print these values), so the typical gain is about three iterations. With $\gamma\approx0.3$ and a tight tolerance, an angle of $0.03$ is worth about $\ln(1/0.0311)/1.198 = 2.9$ iterations over a start whose error is of order one.

The program asserts the following: the Fourier coefficients, the force relation for $W_{l1}$ and the bound on $C$ against real-space quadrature; the form of $h$, the upper bound, monotonicity and $r = qQWy$ at steps up to $0.5$ Å$^{-1}$; the coefficients $C$, $D$, $\|r\|^2$ and $\sin^2\varphi$ for bands 1 and 2 with $M\le6$ from even and odd parts in $q$; the magnitude of the overlap with band 2; evenness at $k_0=0$ and its absence at $\pi/2a$; the effective masses; the two tail laws at $M=40$ within 2% and their exponents; the rate $\gamma$, the linear counts within one iteration, the saving for a step divided by 8, and the order of the counts for the median random start, $M=1$ and $M=16$. The $M^{-9/2}$ law for the angle, the midpoint correction and the reading of the $q^4$ remainder are comparisons with printed numbers and are not asserted.

### Where the formulas stop applying

If band $n$ is degenerate or nearly so with another kept band, the small matrix treats that mixing in full, but $u_n$ in the formulas must be replaced by the combination that diagonalizes the kept block, and the single-band series does not hold. If band $M+1$ is close to band $n$, on the scale $|qW_{M+1,n}|$, the expansion parameter is not small, the exact vector can have a component of order one in a discarded band, and the error is no longer $Cq^2$. The upper bound still holds. For this reason $M$ should exceed the number of wanted bands, and the cut should fall in a gap.

If the basis is a cutoff sphere centred on each $k$, the sets of $G$ differ. The old vectors must be mapped to the new set and reorthonormalized, and the change of set adds an error that is not in $C$. A plane wave that is new at the target has zero coefficient in every old vector, so the Ritz vectors lack it altogether. In this model that is the larger part of the added error, and the coefficients dropped from the old vectors contribute much less. The upper bound holds against the exact values in the new basis. If the step crosses the zone boundary and the target is folded back by a reciprocal vector $G_0$, then $\psi = e^{ikx}u_k = e^{i(k-G_0)x}e^{iG_0x}u_k$ shows that the guess must be multiplied by $e^{iG_0x}$, which shifts the index $G$.

With a nonlocal pseudopotential, $e^{-ikx}V_{\rm nl}e^{ikx}$ depends on $k$, and $H(k_0+q) = H_0 + qW + q^2W_2+\dots$ does not terminate. The matrix $h$ must be built by applying $H(k)$ to the old vectors. The formula for $C$ holds with $W = dH/dk$, because the extra second-order term $\langle u_n|W_2|u_n\rangle$ is common to both problems and cancels. The expression for $D$, the force relation and the tail laws do not carry over. The identity $r = q\,QWy_n$ holds only to first order in $q$, since $QW_2y_n$ no longer vanishes, and in the f-sum rule the leading $1$ becomes $\langle u_n|W_2|u_n\rangle/b$. In three dimensions $qW$ becomes $\mathbf q\cdot\mathbf W$ and $Cq^2$ a quadratic form in $\mathbf q$, while the exponents in $M$ change because the counting of high bands differs. Throughout, $V$ is the same at both $k$ points, so a change of potential between self-consistency cycles is a separate perturbation.

## Numbers as computed

```
b = hbar^2/2m = 3.809982 eV A^2; a = 4.0 A, U = 10.0 eV, kappa = 1.0 1/A
plane waves = 161; k0 = 0.392699 1/A, q = 0.049087 1/A
V_0 = -5.0000 eV, V_(2pi/a) = -1.4420 eV
E_1..E_5(k0) = -5.01393 0.62239 9.78216 23.83475 42.61771 eV
|W_l1|, l=1..5 = 2.17876 3.22160 1.36630 0.54287 0.29738 eV A
E_1(k0+q) = -4.90299291 eV; q|W_21|/(E_2-E_1) = 0.02806
m/m* = 0.48024 (differences), 0.48027 (f-sum); m/m*_2 = 0.51666
b(m/m*_2 - m/m*) = 0.13876 eV A^2
|V'u_1|^2 = 35.4089 eV^2/A^2
band 1:  M, C [eV A^2], D [eV A^3], bound on C [eV A^2]
   1 1.9801e+00 +3.3075e+00 1.1482e+01
   2 1.3875e-01 -3.8872e-02 6.3471e-01
   4 2.3725e-03 -1.6589e-04 1.9025e-02
   8 2.2806e-05 +6.8748e-06 4.1979e-04
  16 1.8551e-07 +8.4274e-08 7.8483e-06
band 1 at q:  M, error [eV], Cq^2 [eV], Cq^2+Dq^3 [eV], |r| [eV], sin(angle)
   1 5.1974e-03 4.7713e-03 5.1625e-03 1.7475e-01 3.1114e-02
   2 3.3049e-04 3.3434e-04 3.2974e-04 7.5359e-02 4.5130e-03
   4 5.7125e-06 5.7166e-06 5.6970e-06 1.8096e-02 3.2665e-04
   8 5.5900e-08 5.4952e-08 5.5765e-08 3.4689e-03 1.6760e-05
  16 4.5805e-10 4.4699e-10 4.5696e-10 6.2282e-04 7.6669e-07
error M=4 at q = 9.1524e-18 erg
M=4:  step [1/A], band 1 error, Cq^2, band 2 error, Cq^2 [eV]
  0.01227 3.5704e-07 3.5729e-07 8.9365e-08 9.2204e-08
  0.02454 1.4277e-06 1.4292e-06 3.4607e-07 3.6882e-07
  0.04909 5.7125e-06 5.7166e-06 1.2924e-06 1.4753e-06
  0.09817 2.2957e-05 2.2866e-05 4.4146e-06 5.9010e-06
  0.19635 9.4027e-05 9.1466e-05 1.1271e-05 2.3604e-05
M=4 overlap with band 2 / q^2 = 2.0865e-04 A^2, formula 2.0863e-04 A^2
|u_1(0)| = 1.39437, f = 6.97183 eV/A^2
tail:  M, C measured, C law [eV A^2], |r|/q measured, law [eV A]
  20 3.9069e-08 3.9337e-08 7.1784e-03 7.1953e-03
  40 3.0682e-10 3.0732e-10 1.2707e-03 1.2720e-03
slopes from M=20 to 40: C -6.992, residual -2.498
solver: s = 3.0 eV, tol = 1e-10 eV, mu_min = 0.6983, mu_max = 1.0000
gamma = 0.3017, measured final ratio (M=1) = 0.3017
iterations  M: actual (linear model) = 1: 18 (18), 2: 16 (16), 4: 13 (13), 8: 9 (9), 16: 5 (5)
iterations, five damped random starts = [18, 20, 22, 22, 22]
M=1 fractional counts: step 0.02 1/A 17.15, step 0.0025 1/A 15.43
saved = 1.72, ln8/ln(1/gamma) = 1.74
```
